# Distribution and low-failure slope of the kth dielectric breakdown

## Form of the answer from area and time symmetry

An insulating film under constant stress collects breakdown spots, each a permanent conducting path. Let $N(t)$ be the number present at time $t$, and $T_k$ the time at which the $k$th appears. We want $F_k(t)=P(T_k\le t)$, the fraction of nominally identical devices that have reached their $k$th breakdown.

Three assumptions fix the variable on which $F_k$ can depend.

1. The film is uniform, so equal areas have equal expected numbers of spots. Expected numbers add over disjoint areas. If the device has $n$ times the area of a reference unit, the mean count $x=\langle N(t)\rangle$ is therefore proportional to $n$.
2. Wear has no preferred time: multiplying $t$ by $b$ multiplies $x$ by a factor $g(b)$ that does not depend on $t$. Differentiating $x(bt)=g(b)x(t)$ with respect to $b$ at $b=1$ gives $t\,dx/dt=\beta x$, with $\beta=g'(1)$, so $x\propto t^\beta$. We take $\beta>0$.
3. The spots are uncorrelated. A spot changes neither the stress nor the wear elsewhere, and disjoint areas break down independently.

Since $x$ is a pure number, time must be divided by a scale time $\tau$. We define $\tau$ as the time at which one reference unit has one spot on average. Then

$$x=n\left(\frac{t}{\tau}\right)^\beta=\left(\frac{t}{\tau_n}\right)^\beta,\qquad \tau_n=\tau n^{-1/\beta}. \tag{1}$$

Now cut the device into $M$ equal cells, so small that two spots in one cell can be neglected. By uniformity each cell is broken with the same probability, which must be $x/M$. The cells are independent, so the count depends on $x$ and $M$ alone. As $M\to\infty$ at fixed $x$,

$$F_k(t)=\Phi_k(x). \tag{2}$$

Area and time thus enter in one combination. At a fixed failed fraction, an $n$-fold larger area shortens the time by $n^{-1/\beta}$, for every $k$. It remains to find $\Phi_k$.

## A percolation model for the power law

A simple model produces the exponent in (1). Let the film consist of $M$ separate columns, each a stack of $s$ sites. A site is defective by time $t$ with probability $(t/\tau_d)^\alpha$, for $t\le\tau_d$, independently of the others. A column conducts when all its sites are defective, which has probability $(t/\tau_d)^{s\alpha}$. The mean number of conducting columns is

$$x=M\left(\frac{t}{\tau_d}\right)^{s\alpha},\qquad \beta=s\alpha,\qquad \tau_n=\tau_d M^{-1/\beta}. \tag{3}$$

In this model a thicker film has more sites per column and hence a larger $\beta$. The columns share no sites, so they are independent, as assumption 3 requires.

## Distribution of the kth breakdown

With $M$ independent cells, the count is binomial:

$$P(N=j)=\binom{M}{j}\left(\frac{x}{M}\right)^j\left(1-\frac{x}{M}\right)^{M-j}
=\frac{x^j}{j!}\left[\prod_{i=0}^{j-1}\left(1-\frac{i}{M}\right)\right]\left(1-\frac{x}{M}\right)^{M-j}. \tag{4}$$

The second form follows from $\binom{M}{j}=M(M-1)\cdots(M-j+1)/j!$, with one factor $1/M$ given to each factor of the numerator. At fixed $j$ and $x$ the product tends to 1 as $M\to\infty$. The logarithm of the last factor is $(M-j)\ln(1-x/M)\to-x$. The limit is the Poisson law

$$P(N=j)=e^{-x}\frac{x^j}{j!}. \tag{5}$$

The low tail shows how large $M$ must be. For $x\to0$ at finite $M$, the leading term of $P(N\ge k)$ is the $j=k$ term of (4), namely $x^k/k!$ times $\prod_{i=0}^{k-1}(1-i/M)\approx1-k(k-1)/(2M)$. The Poisson tail therefore needs $M\gg k^2$. For $M=300$ and $k=3$ the factor is 0.990, so the true tail lies 1% below the Poisson value.

Spots do not heal, so $N(t)$ never decreases. The $k$th breakdown is still to come at time $t$ if and only if fewer than $k$ spots are present. Summing (5) over $j<k$ gives

$$F_k=1-e^{-x}S_k(x),\qquad S_k(x)=\sum_{j=0}^{k-1}\frac{x^j}{j!}. \tag{6}$$

For $k=1$ this is the Weibull distribution $F_1=1-e^{-(t/\tau_n)^\beta}$. For $k\ge2$ it is not a Weibull distribution, as the slope below will show.

The density follows by differentiation. Since $S_k'=S_{k-1}$, with $S_0=0$,

$$\frac{dF_k}{dx}=e^{-x}(S_k-S_{k-1})=e^{-x}\frac{x^{k-1}}{(k-1)!}. \tag{7}$$

This is the probability that exactly $k-1$ spots are present, times the unit rate at which the next one forms when $x$ serves as the clock. The density in time is (7) multiplied by $dx/dt=\beta x/t$.

## Low-failure expansion

For small $x$, put $e^{-y}=1-y+\dots$ in (7) and integrate from 0 to $x$:

$$F_k=\frac{1}{(k-1)!}\left[\frac{x^k}{k}-\frac{x^{k+1}}{k+1}+\dots\right]
=\frac{x^k}{k!}\left[1-\frac{k\,x}{k+1}+O(x^2)\right]. \tag{8}$$

The leading term says that $k$ independent events are needed, each with a weight proportional to $x$. The factor $1/k!$ appears because the order of the spots is immaterial. In particular, in the low tail

$$F_2\simeq\tfrac12F_1^2. \tag{9}$$

## Slope on the Weibull plot

Breakdown data are commonly drawn as $W_k=\ln H_k$ against $\ln t$, where $H_k=-\ln(1-F_k)$. From (6),

$$H_k=x-\ln S_k. \tag{10}$$

Its derivative is

$$h_k\equiv\frac{dH_k}{dx}=1-\frac{S_{k-1}}{S_k}=\frac{x^{k-1}}{(k-1)!\,S_k}. \tag{11}$$

Because $dx/d\ln t=\beta x$, the local slope is

$$m_k=\frac{dW_k}{d\ln t}=\beta\frac{x h_k}{H_k}
=\frac{\beta x^k}{(k-1)!\,S_k\,(x-\ln S_k)}. \tag{12}$$

For $k=1$ we have $S_1=1$ and $H_1=x$, so $m_1=\beta$ at every time. First breakdown is a straight line on this plot.

**Low failure.** For $k\ge2$, expand $H_k=F_k+F_k^2/2+\dots$. The second term is smaller than the first by a factor of order $x^k$, hence at most of order $x^2$. The bracket in (8) therefore carries over to $H_k$ at first order, and

$$W_k=k\ln x-\ln k!-\frac{k\,x}{k+1}+O(x^2).$$

Applying $\beta x\,d/dx$ gives

$$m_k=k\beta\left[1-\frac{x}{k+1}+O(x^2)\right],\qquad k\ge2. \tag{13}$$

The low-failure slope of the $k$th breakdown is $k$ times that of the first. At a given failed fraction $x\simeq(k!F)^{1/k}$, so the relative shortfall of the slope is about $(k!F)^{1/k}/(k+1)$. The $k$th root makes it die out slowly as $F$ falls, and more slowly for larger $k$.

**High failure.** For large $x$ the last term of $S_k$ dominates, so $h_k\to1$ and $H_k\simeq x-(k-1)\ln x+\ln(k-1)!$. Hence $m_k\to\beta$, with a leading relative excess $(k-1)\ln x/x$. The next terms, $-[k-1+\ln(k-1)!]/x$, are smaller only by a logarithm: at $x=100$ the true excess is 0.83 of the leading term for $k=2$ and 0.78 for $k=3$.

**Between the limits.** For $k\ge2$ the slope lies strictly between these values. By (11), $1/h_k=(k-1)!\sum_{j=0}^{k-1}x^{\,j-k+1}/j!$. No power in this sum is positive and at least one is negative, so $h_k$ increases with $x$. Therefore $H_k=\int_0^xh_k(y)\,dy<xh_k(x)$. On the other hand, $h_k/x^{k-1}=1/[(k-1)!\,S_k]$ decreases with $x$, so $h_k(y)>h_k(x)(y/x)^{k-1}$ for $y<x$. Integrating over $y$ gives $H_k>xh_k(x)/k$. With (12), the two inequalities give

$$\beta<m_k<k\beta,\qquad k\ge2. \tag{14}$$

The physical reason can be read from (11). Dividing (7) by $1-F_k$ shows that $h_k$ is the probability that a surviving device already holds $k-1$ spots. Early on this is rare, and the failure rate grows as the missing spots accumulate. Late survivors almost all hold $k-1$ spots and wait for one more, as in first breakdown.

## Lifetime gained by tolerating breakdowns

Let a device fail at its $k$th spot, and let $F$ be the allowed failed fraction. Define $a=(k!F)^{1/k}$. The $k$th root of (8) is $a=x[1-x/(k+1)+\dots]$, which inverts to

$$x_k=a\left[1+\frac{a}{k+1}+\dots\right],\qquad t_k=\tau_nx_k^{1/\beta}. \tag{15}$$

To leading order, the gain over first breakdown at the same area and failed fraction is

$$\frac{t_k}{t_1}\simeq\left[\frac{(k!F)^{1/k}}{F}\right]^{1/\beta}
=(k!)^{1/(k\beta)}F^{-(k-1)/(k\beta)}. \tag{16}$$

The gain grows as the target becomes stricter, because the steeper line has further to separate from the shallower one. A small $\beta$ also enlarges it.

## Worked example

Take round model parameters: $s=3$ sites per column and $\alpha=0.5$, so $\beta=1.5$ by (3). Let $\tau=10^{12}$ s for one unit, let the chip contain $n=10^4$ units, and let the allowed failed fraction be $F=10^{-4}$. From (1),

$$\tau_n=10^{12}\ \text{s}\times(10^4)^{-2/3}=2.154\times10^9\ \text{s}.$$

For first breakdown $x_1=-\ln(1-F)=1.000\times10^{-4}$, and

$$t_1=2.154\times10^9\ \text{s}\times(1.000\times10^{-4})^{2/3}=4.64\times10^6\ \text{s}\quad(0.147\ \text{years}).$$

For second breakdown $a=\sqrt{2\times10^{-4}}=0.01414$. Formula (15) gives $x_2=0.01414(1+0.01414/3)=0.01421$, and numerical solution of (6) gives the same digits. Then

$$t_2=2.154\times10^9\ \text{s}\times(0.01421)^{2/3}=1.26\times10^8\ \text{s}\quad(4.0\ \text{years}).$$

For third breakdown the numerical root is $x_3=0.0862$, so $t_3=4.20\times10^8$ s (13.3 years). The gains over first breakdown are 27.2 and 90.6; the leading law (16) gives 27.1 and 89.3. At the median, $F=0.5$, the gains are just 1.80 and 2.46. Tolerance of breakdowns pays mainly in the low tail.

The local slopes, from (12) at the root of (6) for each failed fraction, are:

| $F$ | $m_1$ | $m_2$ | $m_3$ |
|---|---|---|---|
| $10^{-6}$ | 1.50 | 3.00 | 4.48 |
| $10^{-4}$ | 1.50 | 2.99 | 4.40 |
| $10^{-2}$ | 1.50 | 2.87 | 4.04 |
| 0.5 | 1.50 | 2.28 | 2.85 |
| 0.99 | 1.50 | 1.88 | 2.16 |

The limits $k\beta$ are 3.0 and 4.5. A sample of some tens of devices probes mostly the lower rows, where the slope is well below its limit.

This matters for extrapolation. The second-breakdown median is $3.04\times10^9$ s, where $W_2=\ln\ln2=-0.37$. At the target $W_2=-9.21$, a fall of 8.84. A straight line with the median slope 2.28 puts the target time at $3.04\times10^9e^{-8.84/2.28}\approx6.3\times10^7$ s, half the value from (6). A line through the same median with slope $2\beta=3$ gives $3.04\times10^9e^{-8.84/3}\approx1.6\times10^8$ s, about 26% too long. The curve (6) itself should be fitted.

## Area scaling and the failure criterion

By (1) and (8), the low tail at fixed time grows with area as $F_k\propto n^k$. This differs from weakest-link scaling, in which a chip survives if and only if each unit survives on its own:

$$1-F_{\text{chip}}=(1-F_{\text{unit}})^n. \tag{17}$$

For $k=1$ the two agree, since $(e^{-x/n})^n=e^{-x}$. For $k\ge2$ they answer different questions. Equation (6) with the chip's $x$ counts spots anywhere on the chip. Equation (17) with $F_{\text{unit}}=F_k$ applies when failure requires $k$ spots in the same unit.

In the low tail, the same-unit criterion reads $F\simeq n(x/n)^k/k!$, so $x\simeq n^{1-1/k}(k!F)^{1/k}$. Compared with (15), the lifetime is longer by

$$n^{(k-1)/(k\beta)}. \tag{18}$$

For $k=2$ in the example this is $(10^4)^{1/3}=21.5$, which turns 4.0 years into 86 years. If the chip in fact fails at its second spot wherever that lies, the 86-year figure is badly wrong. At that time $x=\sqrt{2nF}=1.41$, and (6) gives a failed fraction of 0.41 instead of $10^{-4}$.

## What a doubled slope does and does not show

Suppose the first spot multiplies the total rate of further breakdown in the device, per unit of $x$, by a constant $c$. If the spot acts only on its own unit, through local heating for example, and multiplies the rate there by $c_0$, then $c=1+(c_0-1)/n$, which is close to 1 for a large chip. Let the first spot form at clock reading $y$, with density $e^{-y}$. The probability that a second has followed by $x$ is $1-e^{-c(x-y)}$. Hence

$$F_2=\int_0^xe^{-y}\left[1-e^{-c(x-y)}\right]dy
=\frac{c\,x^2}{2}\left[1-\frac{(1+c)x}{3}+\dots\right]. \tag{19}$$

The leading term is $c\int_0^x(x-y)\,dy$. The corrections come from $-c\int_0^xy(x-y)\,dy=-cx^3/6$ and $-(c^2/2)\int_0^x(x-y)^2dy=-c^2x^3/6$. For $(1+c)x\ll1$ the slope is still $2\beta$; the correlation appears in the prefactor. A doubled slope alone therefore does not prove that spots are uncorrelated. Relation (9) is a sharper criterion, since it becomes $F_2\simeq cF_1^2/2$. It applies only in the low tail: by (6), independent spots give $F_2/F_1^2=0.56$ at $F_2=0.05$ and 0.76 at $F_2=0.5$.

Variation between chips has a similar effect. If $x$ is multiplied by a random factor $g$ that differs from chip to chip, averaging (8) gives $F_1\simeq\langle g\rangle x$ and $F_2\simeq\langle g^2\rangle x^2/2$, provided these averages are finite and $gx$ is small for the chips that dominate them. The slopes remain $\beta$ and $2\beta$, but $F_2/F_1^2$ exceeds $\tfrac12$ because $\langle g^2\rangle>\langle g\rangle^2$. With both effects present the ratio is $c\langle g^2\rangle/(2\langle g\rangle^2)$, which can equal $\tfrac12$ for some $c<1$, so (9) by itself does not prove independence either.

The doubled slope itself is lost if some spots are fatal at once. Let each spot be fatal with probability $q$, and let the device otherwise fail at its second spot. Then

$$F=q\,x e^{-x}+F_2\simeq qx+\frac{x^2}{2}. \tag{20}$$

Below $x\approx2q$ the linear term wins and the slope returns to $\beta$. In the example, $q=0.007$ adds $0.007\times0.0142\approx10^{-4}$ at $t_2$ and so doubles the failed fraction.

## Relation to real devices

The model is used for thin gate oxides in transistors, where a first breakdown is often soft enough for a circuit to go on working. The measured slope $\beta$ generally falls as the oxide is made thinner, the trend that (3) gives; its value must be measured for the film in use. The scale time depends strongly on voltage and temperature; the $10^{12}$ s used here was chosen to give lifetimes of years. Real devices can break the assumption that a spot leaves its surroundings unchanged. If the first spot raises the later rate over the whole chip by $c=10$, (19) shortens the second-breakdown lifetime at fixed $F$ by $c^{-1/(2\beta)}=10^{-1/3}=0.46$, from 4.0 to about 1.9 years. A factor 10 confined to the broken unit gives only $c=1.0009$ for $n=10^4$ and leaves this lifetime at 4.0 years, so a $c$ measured on a small test structure does not carry over to the chip unchanged. A real spot may also grow more conducting with time, so that one spot can end the device's life without a second. A design that relies on (16) therefore needs evidence on at least three points. The circuit must tolerate $k-1$ spots wherever they fall, including their growth during the intended life. The fraction $q$ of spots that are fatal by themselves must be so small that $qx_k\ll F$; in the example this means $q\ll0.007$ for $k=2$ and $q\ll0.0012$ for $k=3$. Finally, the low tail must follow $F_k\simeq F_1^k/k!$ for the $k$ in use. Relation (9) is the case $k=2$ and does not test whether later spots speed up one another.

Numerical values quoted here were computed with a short program.
